The Fermi hole, Slater's averaged exchange potential and the factor 2/3, part 2

Why is the density derivative of the uniform gas's exchange energy 2/3 of Slater's averaged exchange potential v_S? Entry 1 argued from dimensions: density sets the only length. Units: Hartree atomic (Ha, bohr).

A determinant of orbitals φ_i has γσ(r,r′) = Σ_(i∈σ) φ_i(r) φ_i*(r′), nσ(r) = γσ(r,r), n = n↑ + n↓ and pair density n(r)n(r′) − Σσ|γσ(r,r′)|². With v_H(r) = ∫ n(r′)/|r−r′| d³r′, external potential v_ext and exchange operator K,

E_H = ½ ∫∫ n(r)n(r′)/|r−r′| d³r d³r′,
E_x = −½ Σσ ∫∫ |γσ(r,r′)|²/|r−r′| d³r d³r′.   (5)

[ −½∇² + v_ext + v_H ] φ_i + K φ_i = ε_i φ_i.   (7)

hσ(r′|r) = |γσ(r,r′)|²/nσ(r),
v_S,σ(r) = Σ_i w_i v_x,i = −∫ hσ(r′|r)/|r−r′| d³r′.   (12)

∫ hσ(r′|r) d³r′ = 1.   (13)

E_x = ½ Σσ ∫ nσ(r) v_S,σ(r) d³r.   (14)

Here hσ is the Fermi hole, v_x,i = Kφ_i/φ_i and w_i = |φ_i|²/nσ. For two electrons in one orbital φ,

δE_x/δn(r) = −½ v_H(r) = v_S(r).   (10)

The gas has equal spins, plane waves filled to k_F, n = k_F³/3π², exchange energy ε_x per electron and e_x per volume, and γσ(s) = nσ G(x), with s = |r−r′|, x = k_F s, G(x) = 3j₁(x)/x and spherical Bessel functions j₀, j₁:

∫₀^∞ j₁²/x dx = 1/4.   (18)

v_S = −3k_F/2π.   (19)

v_S = −(3/2)(3n/π)^(1/3),   ε_x = v_S/2 = −3k_F/4π = −(3/4)(3/π)^(1/3) n^(1/3).   (20)

A plane wave k has exchange energy Σ_x(k). With q = k′ − k, μ the cosine of its angle to k, q_max the distance from k to the Fermi sphere, and y = k/k_F,

Σ_x(k) = −∫_(k′<k_F) [4π/|k′−k|²] d³k′/(2π)³.   (22)

Σ_x(k) = −(1/π) ∫_(−1)^(1) q_max(μ) dμ.   (23)

Σ_x(k) = −(2k_F/π) F(y),   F(y) = ½ + ((1−y²)/4y) ln((1+y)/(1−y)).   (24)

Also F(y) = ∫₀^∞ j₁(x)j₀(yx)dx. Averaging over the sphere gives ⟨F⟩ = 3/4 and ⟨Σ_x⟩ = v_S, matching (19). The interaction e^(−κs)/s has Fourier transform 4π/(q²+κ²).

Helium examples (singlet; 1s2s triplet, both spins up) use 24 s-type Gaussians. Entry 3 rotates the singlet orbital, φ_θ = φ cos θ + χ sin θ, with χ from exponent 0.512 bohr⁻².

The two routes agree. The program asserts (23), (24) and the Bessel form against one another at y = 0, 0.5, 0.9 and 1, and finds ⟨F⟩ = 0.750000 by averaging (23) numerically.

The average discards the k-dependence. The slope of F is dF/dy = 1/(2y) − ((1+y²)/4y²) ln((1+y)/(1−y)), from d[(1−y²)/4y]/dy = −(1+y²)/4y² and d ln((1+y)/(1−y))/dy = 2/(1−y²). It diverges logarithmically at y = 1, a property of the Hartree-Fock gas with the unscreened interaction. A local potential shifts all levels of the gas by one constant, so it reproduces neither this slope nor the extra band width Σ_x(k_F) − Σ_x(0) = k_F/π.

Entry 7. Local use: Slater's form and the Dirac energy

For a non-uniform system one may assume that the hole around an electron at r is that of a uniform gas with density n(r). The hole has a size of order 1/k_F, so the assumption is reasonable where n is nearly constant over a region several times that size. This requires |∇n|/n ≪ k_F throughout the region. A small gradient at the point r alone is not enough: at the midpoint of a stretched symmetric bond the gradient vanishes, but the density around it is far from uniform. Applied to the potential, it gives from (20)

v_S^loc(r) = −(3/2)(3n(r)/π)^(1/3).   (26)

Applied to the energy through (14), it gives the Dirac exchange energy

E_x^D[n] = ½ ∫ n v_S^loc d³r = −(3/4)(3/π)^(1/3) ∫ n^(4/3) d³r.   (27)

Both come from the same hole. Vary (27): (n+ηδn)^(4/3) = n^(4/3) + (4/3) n^(1/3) ηδn + O(η²) wherever n > 0, so

v_x^D(r) = δE_x^D/δn(r) = −(3/4)(4/3)(3/π)^(1/3) n^(1/3) = −(3n(r)/π)^(1/3) = (2/3) v_S^loc(r).   (28)

In the gas this is −k_F/π. It enters orbital equations in the usual way. In the total energy

E_D[Φ] = T + ∫v_ext n d³r + E_H + E_x^D,   T = Σ_i⟨φ_i|−½∇²|φ_i⟩,   (29)

a change of φ_i*(r) changes n(r) by φ_i δφ_i*, so the last term contributes v_x^D φ_i in the place of Kφ_i in (7).

For unequal spins, (14) and (19) apply to each spin with its own k_Fσ = (6π²nσ)^(1/3), so that k_Fσ/π = (6nσ/π)^(1/3):

E_x^D = −(3/4)(6/π)^(1/3) Σσ ∫ nσ^(4/3) d³r,   δE_x^D/δnσ = −(6nσ/π)^(1/3) = (2/3) v_S,σ^loc.   (30)

Limit. For nσ = n/2 the prefactor becomes 2 · 2^(−4/3) · 6^(1/3) = 2^(−1/3) 6^(1/3) = 3^(1/3), and (27) is recovered. The program asserts that ε_x and v_x^D of the gas, and the spin-resolved potential in (30), agree with the local exchange functional of the libxc library.

One qualification concerns the strictly uniform gas. There the potential is a constant, which cannot alter the orbitals, and (28) has meaning as de_x/dn, the exchange part of the energy needed to add an electron. The factor affects orbitals only in the local use, where n^(1/3) varies in space and the prefactor sets the size of the exchange force.

Entry 8. Why two thirds

Reading (i): the potential depends on the density it multiplies. From e_x = ½ n v_S(n),

de_x/dn = ½ v_S + ½ n dv_S/dn = ½ (1 + p) v_S,   p = d ln|v_S|/d ln n.   (31)

The first term is the energy that the added density brings at the old potential, counted with the pair factor. The second is the change in the energy of the electrons already present. For the Coulomb gas p = 1/3, and ½(1 + 1/3) = 2/3. Within (31) the variation returns v_S itself only for p = 1, a hole potential linear in the density. In the gas the hole holds one electron by (13), so raising n makes it deeper and smaller at fixed charge, and its Coulomb potential grows only as the inverse of its radius, which gives p = 1/3. Equation (31) assumes that v_S is a function of the density at the same point. It does not cover Entry 3, where v_S = −v_H/2 is a linear but non-local functional of n. Compressing that atom by a factor λ at fixed electron number scales n as λ³ and v_S as λ at corresponding points, again an exponent 1/3, yet the derivative equals v_S by (10). Reading (ii) treats both systems.

Reading (ii): the response of the hole. For equal spin populations define the exchange pair-distribution function as the pair density divided by n(r)n(r′):

g_x(r,r′) = 1 − Σσ|γσ(r,r′)|²/(n(r)n(r′)).

Since Σσ|γσ|²/n(r) = 2|γσ|²/(2nσ) = h, one has n(r′)(g_x − 1) = −h, and

v_S(r) = ∫ n(r′)(g_x−1)/|r−r′| d³r′,   E_x = ½ ∫∫ n(r) n(r′)(g_x−1)/|r−r′| d³r d³r′.

Regard E_x as a functional of n, the orbitals being determined by the density. The density occurs in three places. The two explicit factors give equal terms, because g_x is symmetric, and together they give v_S. The third place is g_x itself:

δE_x/δn(r) = v_S(r) + v_resp(r),
v_resp(r) = ½ ∫∫ n(r₁) n(r₂) [δg_x(r₁,r₂)/δn(r)] / |r₁−r₂| d³r₁ d³r₂.   (32)

Slater's potential is the derivative taken with the pair distribution frozen. In the two-electron singlet g_x = 1 − 2|φ|²|φ′|²/(4|φ|²|φ′|²) = ½ for every density, so v_resp = 0 and (10) follows. In the gas g_x = 1 − G(k_F s)²/2. Define W(n) = ∫(g_x−1)/s d³s. Then v_S = nW and e_x = ½n²W, and by (18)

W = −½ · 4π ∫ s · 9j₁²/x² ds = −(18π/k_F²)(1/4) = −9π/(2k_F²).

As a check, nW = −(k_F³/3π²)(9π/2k_F²) = −3k_F/2π. Because W ∝ n^(−2/3), n dW/dn = −(2/3)W, and

de_x/dn = nW + ½ n² dW/dn = v_S − (1/3) nW = −3k_F/2π + k_F/2π = −k_F/π.   (33)

The response term is +k_F/2π. It is positive because the region in which g_x is depleted contracts as 1/k_F when the density rises, which makes W less negative. It cancels one third of v_S.

Reading (iii): the added electron goes to the Fermi surface. For any interaction with Fourier transform w̃(q), the energy per volume is half the sum of the orbital exchange energies,

e_x = −½ Σσ ∫∫ θ(k_F−k) θ(k_F−k′) w̃(k−k′) d³k d³k′/(2π)⁶.

Differentiate with respect to k_F, using dθ(k_F−k)/dk_F = δ(k_F−k). The two step functions give equal terms, which cancel the ½. The remaining k′-integral is Σ_x(k), evaluated on the surface, and ∫δ(k_F−k)d³k/(2π)³ = 4πk_F²/8π³ = k_F²/2π². With two spins,

de_x/dk_F = (k_F²/π²) Σ_x(k_F).

From n = k_F³/3π², dn/dk_F = k_F²/π², so

de_x/dn = Σ_x(k_F).   (34)

The identity v_S = ⟨Σ_x⟩ also holds for any interaction, since the averaging in (12) never used the form of 1/|r−r′|. The ratio of the two potentials is therefore Σ_x(k_F)/⟨Σ_x⟩, and for the Coulomb interaction it is F(1)/⟨F⟩ = (1/2)/(3/4) = 2/3. Slater's potential describes the average occupied state. The variational potential describes the state that is filled or emptied when the density changes, and that state has the weakest exchange of all occupied ones at the values computed: F(1) = 0.5 against F(0.5) = 0.91 and F(0) = 1.

Test on a case where 2/3 must fail. For the interaction e^(−κs)/s there is a second length 1/κ, and the argument of Entry 1 no longer holds, while (34) must. In (22) the q-integral becomes ∫₀^(q_max) q²/(q²+κ²) dq = q_max − κ arctan(q_max/κ), so

Σ_x(k) = −(1/π) ∫_(−1)^(1) [ q_max − κ arctan(q_max/κ) ] dμ.

For κ > 2k_F every q in the integral is smaller than κ and w̃ = (4π/κ²)(1 − q²/κ² + …) converges. Averaged over k′ in the sphere, q² = k² − 2k·k′ + k′² gives k² + (3/5)k_F², because the cross term averages to zero and ⟨k′²⟩ = 3k_F²∫₀¹y⁴dy = (3/5)k_F². On the surface this is (8/5)k_F², and averaged over k it is (6/5)k_F². To leading order

Σ_x(k_F)/⟨Σ_x⟩ = 1 − (8/5 − 6/5) k_F²/κ² = 1 − (2/5)(k_F/κ)².   (35)

As κ → ∞ the interaction becomes a contact term, Σ_x is the same for all k, v_S is linear in n, and the ratio is 1, in agreement with p = 1 in (31). The program differentiates the real-space energy ½n²W numerically, on a grid in s that does not scale with the density, and asserts agreement with the k-space Σ_x(k_F) to a relative 10⁻⁶. The ratio is 0.85974 at κ = k_F and 0.99609 at κ = 10k_F. Formula (35) gives 1 − 0.4/100 = 0.996 for the second case. The remainder, about 10⁻⁴, has the size (k_F/κ)⁴ of the next term.

Numbers for the Coulomb gas. Take the round value r_s = 2 bohr for the radius of the sphere that holds one electron, n = 3/(4πr_s³) = 3/(32π) = 0.029842 bohr⁻³. Then k_F³ = 3π²n = 9π/(4r_s³) = 9π/32 and k_F = 0.959579 bohr⁻¹. Every quantity is a multiple of k_F/π = 0.959579/π = 0.305444 Ha:

Σ_x(0) = −2 × 0.305444 = −0.61089 Ha
v_S = −(3/2) × 0.305444 = −0.45817 Ha = −12.467 eV
ε_x = −(3/4) × 0.305444 = −0.22908 Ha
v_resp = +(1/2) × 0.305444 = 0.15272 Ha
Σ_x(k_F) = −0.30544 Ha = −8.312 eV

The computed values, from quadrature and finite differences on the fixed grid, are v_S = −0.458165 Ha, response term 0.15272 Ha, de_x/dn = −0.30544 Ha, exponent p = 0.33333 and ratio 0.66667. The sum −0.458165 + 0.15272 = −0.305445 Ha matches Σ_x(k_F) = −0.305444 Ha, obtained independently from (23), to the digits of the response term. The program asserts each of these relations.

Entry 9. What the factor does in a self-consistent calculation

The Xα method puts an adjustable factor on (26):

v_α(r) = −(3α/2)(3n/π)^(1/3).   (36)

The value α = 1 is Slater's local potential and α = 2/3 is (28). Since v_α = (3α/2) v_x^D, it is the derivative of (3α/2)E_x^D, and the self-consistent orbitals Φ_α make stationary the functional

E_α = T + ∫v_ext n + E_H + (3α/2) E_x^D.

For α = 2/3 this is E_D of (29). For α = 1 there is a conflict. The potential was built from a hole whose energy is E_x^D by (27), but it is the derivative of (3/2)E_x^D. Two consequences can be tested.

Stationarity. Evaluate E_D on the family Φ_α. At α = 2/3, E_D is stationary under every orthonormal change of the orbitals, in particular under the change produced by dα, so dE_D[Φ_α]/dα = 0 there. If Φ_(2/3) is the minimum of E_D, every other α gives a value at least as high.

Virial theorem for an atom. Scale the orbitals as φ_λ(r) = λ^(3/2) φ(λr), which preserves orthonormality and gives n_λ(r) = λ³n(λr). Substituting r″ = λr, the two gradients in T give λ²T, and the factors 1/r in the nuclear attraction V_ne and 1/|r−r′| in E_H give λ each. For the Dirac term, ∫n_λ^(4/3)d³r = λ⁴ λ⁻³ ∫n^(4/3)d³r″, again one power of λ. The exact E_x of (5) scales as λ too. Setting dE_α/dλ = 0 at λ = 1,

2T + V_ne + E_H + (3α/2)E_x^D = 0.

With V_D = E_D − T = V_ne + E_H + E_x^D this reads V_D = −2T + (1 − 3α/2)E_x^D, or

−V_D/T = 2 − (1 − 3α/2) E_x^D/T.   (37)

It equals 2 at α = 2/3 and at no other α, because E_x^D ≠ 0. At α = 1 it is 2 + E_x^D/2T, which is below 2 because E_x^D < 0. In a finite basis the scaled orbitals lie only approximately within the basis, so (37) holds to the extent that the basis is near completeness. The program asserts a virial ratio of 2 within 10⁻⁴ for both Hartree-Fock states and for α = 2/3.

For the helium ground state, a numerical search over α between 0.4 and 1.1 finds the minimum of E_D[Φ_α] at α = 0.6667; the program asserts 2/3 within 10⁻³. The two runs give

α = 2/3:  E_D = −2.723640 Ha,  T = 2.723639 Ha,  −V_D/T = 2.00000
α = 1:    E_D = −2.703591 Ha,  T = 3.170112 Ha,  −V_D/T = 1.85284

For α = 1, V_D = −2.703591 − 3.170112 = −5.873703 Ha, and 5.873703/3.170112 = 1.85284. The kinetic energy is larger than at α = 2/3 by the factor 3.170112/2.723639 = 1.164. A virial ratio below 2 means that dE_D/dλ = 2T + V_D is positive, so the α = 1 orbital would lower E_D by expanding: measured by the Dirac energy it is too compact. The cost is −2.70359 + 2.72364 = 0.02005 Ha, or 0.546 eV. These statements concern consistency with the functional (29). They do not say which α is closer to Hartree-Fock.

Entry 10. Back to the simple case: where the local forms fail

Helium is far from the slowly varying regime, and for its ground state the exact derivative is known from (10). On the Hartree-Fock density (r in bohr, n in bohr⁻³, potentials in Ha):

r     n            v_S exact   α = 1      α = 2/3
0.5   5.4367e−01   −1.29609    −1.20557   −0.80371
1.0   9.9150e−02   −0.89388    −0.68367   −0.45578
2.0   4.4162e−03   −0.49570    −0.24234   −0.16156
4.0   1.3163e−05   −0.24999    −0.03488   −0.02325
8.0   1.8115e−10   −0.12500    −0.00084   −0.00056

The Gaussian basis describes the far tail of the density imperfectly. At the basis-set limit n is 4.4164e−03 at 2 bohr, 1.3168e−05 at 4 bohr and 1.765e−10 at 8 bohr (2.6% below the table), and the local potentials at 8 bohr are −0.00083 and −0.00055 Ha; the other potentials move by at most one unit in the last digit. At r = 1 bohr, 3n/π = 3 × 0.099150/π = 0.094681, whose cube root is 0.45578. This is |v| for α = 2/3, and multiplying by 3/2 gives 0.68367.

Both local potentials lack the −1/r tail. The reason is in the model of the hole. The local form centres on the electron a gas hole of radius about n(r)^(−1/3), which grows without bound where the density decays, so its potential vanishes as n^(1/3). The true hole stays on the atom. At 8 bohr the exact potential is −0.125 Ha and the α = 1 form is about −0.0008 Ha. No value of α changes the form of this decay.

The table shows a feature that (28) does not suggest. At all five radii the α = 1 potential is nearer to the exact one than the α = 2/3 potential. There is no contradiction with Entry 8. The factor 2/3 follows from the gas response term (33), and in this atom the true response term is zero, so the Dirac potential subtracts a third that the exact derivative does not subtract. Which form is nearer also depends on the error of the local hole: α = 1 is nearer only where |v_S| exceeds the midpoint of the two local values, (5/6)|v_S^loc|. In the table |v_S|/|v_S^loc| is 0.89388/0.68367 = 1.31 at 1 bohr and 1.29609/1.20557 = 1.08 at 0.5 bohr, falling inward, so the ordering found at these radii must not be extended to the region near the nucleus, which the table does not sample. Nearness in value is also not the relevant measure for the orbital, because a constant shift of the potential leaves the orbital unchanged. The drop between 2 and 0.5 bohr is free of such a shift:

exact:    1.29609 − 0.49570 = 0.800 Ha
α = 1:    1.20557 − 0.24234 = 0.963 Ha
α = 2/3:  0.80371 − 0.16156 = 0.642 Ha

Over this interval the exact drop lies between the two local ones. This depends on the interval: between 4 and 2 bohr the exact drop, 0.49570 − 0.24999 = 0.246 Ha, exceeds both local ones, 0.24234 − 0.03488 = 0.207 Ha and 0.16156 − 0.02325 = 0.138 Ha. The kinetic energies are ordered as the drops between 2 and 0.5 bohr are: the Hartree-Fock value, equal to −E_HF = 2.862 Ha by the virial theorem, lies between 2.724 Ha (α = 2/3) and 3.170 Ha (α = 1). That the ordering of the drops over this inner interval causes the ordering of the kinetic energies is a conjecture here. It is not tested, and the drops between 4 and 2 bohr are ordered differently.

The orbital rotation of Entry 3 probes the potentials with a density change of zero total charge, which is likewise blind to constants. The finite difference of the Dirac energy is dE_x^D/dθ = −0.973405 Ha, and the integral of the α = 1 potential against the same density change is −1.460108 Ha. Their ratio is 0.973405/1.460108 = 0.66667, which the program asserts; it confirms (28) in a strongly non-uniform density, as it must, since (28) is a property of the functional (27) and not of the system. Relative to the exact derivative −1.055684 Ha, the Dirac value is smaller in magnitude by 8% (ratio 0.922) and the local Slater value is larger by 38% (ratio 1.383), for this particular χ.

The energies show the error of the local hole itself. On the Hartree-Fock density E_x^D = −0.884046 Ha = −24.056 eV against E_x = −1.025769 Ha, a shortfall of 0.141723/1.025769 = 13.8% of the Hartree-Fock exchange energy. For the triplet, (30) gives −0.644321 Ha against −0.743536 Ha, a shortfall of 0.099215/0.743536 = 13.3%. The α for which (3α/2)E_x^D equals the singlet Hartree-Fock exchange energy on this density is

α = (2/3)(1.025769/0.884046) = (2/3)(1.16031) = 0.77354.

This value is a fit to one atom and has no connection with the derivation of 2/3. The functional that generates the α = 1 potential assigns (3/2)(−0.884046) = −1.326 Ha, which exceeds the Hartree-Fock exchange energy in magnitude by 29%.

For a finite system with several orbitals of one spin, such as the triplet (where only one spin is present, so Σσ|γσ|²/n = h holds directly and the steps leading to (32) are unchanged), (32) still splits the derivative of the exact exchange energy into v_S and a response term, but g_x then depends on the density through the orbitals and no power law fixes the size of v_resp. Finding it is the problem solved by the optimized effective potential method, and it is not computed here.

Table of computed values

```
GAS rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
hole charge = 1.000000, int j1^2/x dx = 0.250000
F(0.5) = 0.911980, <F> = 0.750000, dln|vS|/dln n = 0.33333
Sigma(0) = -0.610887 Ha, Sigma(kF) = -0.305444 Ha
vS = -0.458165 Ha = -12.467 eV
eps_x = -0.229083 Ha, response term = 0.15272 Ha
de_x/dn = -0.30544 Ha = -8.312 eV, ratio to vS = 0.66667
screened ratio: kappa/kF=1 0.85974, kappa/kF=10 0.99609
He TRIPLET E_HF = -2.174251 Ha, Ex(matrix) = -0.743536 Ha
Ex(1/2 int n vS) = -0.743536 Ha, Dirac Ex = -0.644321 Ha
r/bohr, v_1s/Ha, v_2s/Ha, w_1s, w_2s, vS mean/Ha, vS hole/Ha
0.5 -1.48169 -1.12892 0.97478 0.02522 -1.47279 -1.47279
2.0 -0.49009 -0.25983 0.29528 0.70472 -0.32782 -0.32782
4.0 -0.24665 -0.21616 0.00025 0.99975 -0.21617 -0.21617
r vS at r = 15 bohr: -1.00000 Ha bohr
He SINGLET E_HF = -2.861680 Ha, Ex = -1.025769 Ha = -27.913 eV
Dirac Ex on HF density = -0.884046 Ha = -24.056 eV
alpha matching HF exchange = 0.77354
r/bohr, n/bohr^-3, vS hole/Ha, alpha=1/Ha, alpha=2/3/Ha
0.5 5.4367e-01 -1.29609 -1.20557 -0.80371
1.0 9.9150e-02 -0.89388 -0.68367 -0.45578
2.0 4.4162e-03 -0.49570 -0.24234 -0.16156
4.0 1.3163e-05 -0.24999 -0.03488 -0.02325
8.0 1.8115e-10 -0.12500 -0.00084 -0.00056
orbital rotated into Gaussian of exponent 0.512 bohr^-2:
dEx/dtheta = -1.055684 Ha, int vS dn = -1.055684 Ha
dEx_Dirac/dtheta = -0.973405 Ha, int v(alpha=1) dn = -1.460108 Ha
ratios: exact 1.00000, local 0.66667
alpha of SCF potential minimizing the Dirac total energy = 0.6667
SCF alpha=2/3: E_Dirac = -2.723640 Ha, T = 2.723639 Ha, -V/T = 2.00000
SCF alpha=1: E_Dirac = -2.703591 Ha, T = 3.170112 Ha, -V/T = 1.85284
energy penalty of alpha=1 = 0.020048 Ha = 0.546 eV
```
